# Charge-wave instability in biased superlattices and its doping–length limit

## The situation

A doped semiconductor superlattice is biased so strongly that its electrons drift more slowly when the field rises. One sample settles to an almost constant field and carries a steady current. Another, with the same layers and the same mean field, breaks into travelling regions of high and low field, and its current oscillates. The second sample is longer or more heavily doped. The local velocity law is common to both. What differs is how much a disturbance grows while it crosses the sample; what happens when it reaches the end then decides whether the growth can repeat.

Electrons drift in the $+x$ direction, and $F>0$ denotes the force on an electron divided by $e$. The donor density is $N$, the length is $L$, and the voltage is held fixed unless stated otherwise.

## Why the velocity falls

Take one miniband of width $\Delta$ in a superlattice of period $d$, with energy $-(\Delta/2)\cos kd$ and velocity $(\Delta d/2\hbar)\sin kd$. During a free flight of duration $t$ the phase $kd$ advances by $eFdt/\hbar$. Suppose that free times follow $e^{-t/\tau}/\tau$ and that each collision restores thermal equilibrium. With $u=eFd\tau/\hbar$ and $s=t/\tau$,

$$v=\frac{\Delta d}{2\hbar}\langle\cos kd\rangle\int_0^\infty e^{-s}\sin(us)\,ds=2v_p\frac{u}{1+u^2},\qquad v_p=\frac{\Delta d}{4\hbar}\frac{I_1}{I_0}.$$

The average of $\sin kd$ vanishes by symmetry. The thermal average of $\cos kd$ is a ratio of modified Bessel functions of argument $\Delta/2k_BT$. The velocity peaks at $u=1$. The higher the field, the more often an electron passes the fastest part of its Bloch oscillation, or even turns back, before it scatters; beyond the peak this loss outweighs the quicker acceleration. At the operating field $F_0$, with $v_0=v(F_0)$ and $v'=dv/dF$, the relative slope is

$$r=\frac{F_0|v'|}{v_0}=\frac{u^2-1}{u^2+1}\qquad(u>1).$$

## Why charge grows

Poisson's equation is $\varepsilon F_x=e(n-N)$, and continuity is $n_t+(nv-Dn_x)_x=0$. Inserting $n_t=(\varepsilon/e)F_{xt}$ and integrating over $x$ gives the total current, which can depend on time alone:

$$\frac{\varepsilon}{e}F_t+nv(F)-Dn_x=J(t).$$

Write $F=F_0+f$. Then $n=N+(\varepsilon/e)f_x$ and $v\approx v_0-|v'|f$, so to first order $nv\approx Nv_0+(\varepsilon/e)v_0f_x-N|v'|f$. Dividing by $\varepsilon/e$,

$$f_t+v_0f_x=af+Df_{xx}+c(t),\qquad a=\frac{eN|v'|}{\varepsilon},\quad c=\frac{e}{\varepsilon}(J-Nv_0).$$

In an unbounded sample the uniform term $c$ cannot drive a wave $e^{ikx+st}$ with $k\ne0$, and therefore

$$s=a-Dk^2-ikv_0.$$

The mechanism is visible in the signs. An excess of electrons raises $F$ ahead of it and lowers $F$ behind it. When velocity falls with field, the electrons ahead slow down and those behind speed up, so more arrive than leave. With a rising velocity the same field would disperse the excess. Diffusion still damps waves shorter than $2\pi\sqrt{D/a}$, so negative differential velocity does not destabilize every wavelength.

## Why a finite sample can be stable

The wave drifts while it grows. Its transit time is $T=L/v_0$, and its growth exponent over one transit is

$$\alpha=aT=\frac{L}{\Lambda},\qquad \Lambda=\frac{\varepsilon v_0}{eN|v'|}=\frac{\varepsilon F_0}{eNr}.$$

At fixed field $\alpha$ is proportional to $NL$, which is why shortening a sample and doping it more lightly act alike.

Finite gain alone does not make an oscillator; something must return the signal to the cathode. Fixed voltage requires $\int_0^L f\,dx=0$. Integrating the linear equation over the sample, with diffusion neglected, removes $f_t$ and $af$ and leaves

$$c=\frac{v_0}{L}\,[f(L)-f(0)].$$

A wave that reaches the anode thus changes the current everywhere, and this launches a new wave at the cathode.

Let the cathode obey Ohm's law with conductivity $\sigma$, matched so that $\sigma F_0=eNv_0$. The uniform field is then a steady state. Conduction plus displacement current at the cathode gives

$$f_t+\omega_cf=c,\qquad \omega_c=\frac{\sigma}{\varepsilon}=\frac{eNv_0}{\varepsilon F_0}=\frac ar.$$

Seek $f=\phi(y)e^{st}$ and $c=Ce^{st}$, with $y=x/L$ and $z=(a-s)T$. For $D=0$ the interior equation is $\phi'=z\phi+CT$, with solution $\phi=Ae^{zy}-CT/z$. Define $g=(a+\omega_c)T=\alpha(1+1/r)$, so that $(s+\omega_c)T=g-z$. The cathode condition $\phi(0)=CT/(g-z)$ gives

$$A=CT\left(\frac1{g-z}+\frac1z\right)=\frac{CT\,g}{z(g-z)}.$$

The voltage condition is $A(e^z-1)/z=CT/z$. Substituting $A$ and multiplying out,

$$g(e^z-1)=z(g-z)\quad\Longrightarrow\quad e^z-1-z+\frac{z^2}{g}=0,\qquad sT=\alpha-z.$$

The root $z=0$ is spurious: there $\phi=CT(1/g+y)$, whose integral does not vanish. The case $C=0$ requires $s=-\omega_c$, hence $\phi\propto e^{gy}$, which also violates the voltage condition.

### A safe limit

Integration by parts shows that $(e^z-1-z)/z^2=\int_0^1(1-t)e^{zt}dt$, so a mode requires

$$\int_0^1(1-t)e^{zt}\,dt=-\frac1g.$$

Let $z=X+iY$. Roots occur in conjugate pairs, so $Y\ge0$ suffices. For $Y=0$ the integral is positive and cannot equal $-1/g$. For $Y>0$ set $h(t)=(1-t)e^{Xt}$, whose derivative is $h'=[X(1-t)-1]e^{Xt}$. If $X\le1$, then $h'<0$ for $t>0$. Since $h(0)=1$ and $h(1)=0$, another integration by parts gives

$$\operatorname{Im}\int_0^1 h\,e^{iYt}dt=\frac1Y\left[1+\int_0^1h'\cos(Yt)\,dt\right]=\frac1Y\int_0^1(-h')(1-\cos Yt)\,dt>0.$$

The right side of the mode condition is real, so no root has $X\le1$. Every mode therefore obeys $\operatorname{Re}sT<\alpha-1$, and all are damped if

$$\alpha\le1,\qquad\text{that is,}\qquad NL\le\frac{\varepsilon F_0}{er}.$$

The proof holds for every $g>0$, within the linear model without diffusion and around a uniform state.

### The actual onset

This limit is sufficient but not sharp. If the cathode field is held rigid, $g\to\infty$ and the condition becomes $e^z=1+z$. Its relevant root is $z=2.09+7.46i$, so growth starts at $\alpha=2.09$. In a scan of $g$ from 0.5 to $10^8$ the smallest real part found was 2.049. For the matched contact with $r=0.6$, the onset is $\alpha=2.25$.

Diffusion raises it. Let $P=v_0L/D$ and replace $e^{zy}$ by $e^{\kappa y}$. The interior equation gives $sT=\alpha-p$ with $p=\kappa-\kappa^2/P$. The constant part of $\phi$ becomes $-CT/p$ and $\phi(0)=CT/(g-p)$, so $A=CTg/[p(g-p)]$. The voltage condition $A(e^\kappa-1)/\kappa=CT/p$ then yields

$$g\,\frac{e^\kappa-1}{\kappa}=g-\kappa+\frac{\kappa^2}{P}.$$

The diffusion current is taken to vanish at the anode, so that $\phi''(1)=0$. Meeting this condition requires a thin anode layer $Be^{-P(1-y)}$, approximately, with $BP^2\approx-A\kappa^2e^\kappa$. Its integral is about $B/P$, which is of order $|\kappa/P|^3$ relative to the wave's contribution $Ae^\kappa/\kappa$, and is neglected here.

## How large: three devices

The example uses round parameters: $d=5$ nm, $\Delta=60$ meV, $\tau=0.1$ ps, relative permittivity 13, 300 K and $u=2$. They give a peak field of 13.2 kV/cm, $F_0=26.3$ kV/cm, $v_0=4.56\times10^6$ cm/s and $r=(4-1)/(4+1)=0.6$. The limiting sheet density is

$$\frac{\varepsilon F_0}{er}=\frac{13(8.854\times10^{-12})(2.633\times10^6)}{(1.602\times10^{-19})(0.6)}\ \mathrm{m^{-2}}=3.15\times10^{11}\ \mathrm{cm^{-2}}.$$

Diffusion is estimated by $D=v_0k_BT/(eF_0)=4.5$ cm²/s, so that $P=eF_0L/k_BT$. The field is the same in all devices, and each cathode is matched to its own doping.

| Device | $L$ (nm) | $N$ (cm⁻³) | $\alpha$ | $\operatorname{Re}sT$ |
|---|---:|---:|---:|---:|
| A | 600 | $5\times10^{15}$ | 0.95 | −2.13 |
| B | 600 | $3\times10^{16}$ | 5.71 | +2.97 |
| C | 2400 | $5\times10^{15}$ | 3.81 | +1.55 |

For A, $NL=(5\times10^{15})(6\times10^{-5})=3.0\times10^{11}$ cm⁻², just inside the safe limit. Six times the doping (B) or four times the length (C) makes the uniform field unstable. With diffusion the onset is $\alpha=2.74$ at 600 nm and 2.36 at 2400 nm, corresponding to dopings of $1.4\times10^{16}$ and $3.1\times10^{15}$ cm⁻³. The diffusive correction is smaller in the longer sample because $P$ is larger. These growth rates were tested against the spectrum of the discretized equations for all three devices and agreed within 0.03 in $sT$.

Device A is stable although its bulk would amplify long waves at 0.072 ps⁻¹. In a simulation with diffusion, an initial field deviation of $10^{-3}F_0$ fell to about $10^{-14}F_0$ in 12 transits.

The role of feedback shows when B is driven at fixed current. A disturbance of $10^{-4}F_0$ was amplified 90-fold, then left; after eight transits only numerical rounding noise, about $10^{-11}F_0$, remained. At fixed voltage the same sample has a growing mode. This contrast holds while drift outruns diffusion. At fixed current the least damped diffusive mode has $sT\approx\alpha-P/4$, which is about $-10$ for B but becomes positive, without oscillation, above roughly $8\times10^{16}$ cm⁻³ at 600 nm.

## What replaces the uniform field

Without diffusion, a matched sample has no other steady state. Let $\varphi=F/F_0$, $w=v/v_0$ and $j=J/(Nv_0)$. Steady current and Poisson's equation give

$$\frac{d\varphi}{dy}=\frac{eNL}{\varepsilon F_0}\left[\frac{j}{w(\varphi)}-1\right],\qquad \varphi(0)=j,\qquad w=\varphi\,\frac{1+u^2}{1+u^2\varphi^2}.$$

If $j<1$, then $w(j)>j$: the field falls from the cathode and cannot climb back through $\varphi=j$, where its slope is negative. Its mean is below $F_0$. If $j>1$, the signs reverse and the mean is above $F_0$. The imposed voltage therefore selects $j=1$ and the uniform field. When that state is unstable, the diffusion-free model offers no other steady state to settle into.

Simulations with diffusion, run for 25 transits, show a persistent oscillation. Relative to the current of the uniform state, the swing is ±19% in B at 62 GHz and ±22% in C at 17 GHz. Linear theory gives 79 and 20 GHz, so it fixes the scale but not the large-amplitude frequency. The field reaches $4.6F_0$ in B. These runs hold $D$ at its value at $F_0$, although the fully grown waves span a wide range of fields. If $D$ instead follows $vk_BT/(eF)$ at the local field, a coarse calculation for B lowers the frequency by about a quarter and nearly doubles the peak field. The large-amplitude figures are therefore illustrations of the constant-$D$ model, not predictions for a device.

## How uniform is "nearly uniform"?

Stability does not by itself guarantee a flat field. Let the contact conductivity be $(1+\delta)$ times the matched value, with $|\delta|\ll1$. The steady deviation without diffusion is $f=Ke^{\alpha y}-c/a$. Zero added voltage gives $c/a=mK$, where $m=(e^\alpha-1)/\alpha$. The cathode condition is $\omega_c[f(0)+\delta F_0]=c$, with $f(0)=K(1-m)$. Dividing by $\omega_c$ and using $a/\omega_c=r$ gives $\delta F_0=K[(1+r)m-1]$. The anode-minus-cathode field is then

$$f(L)-f(0)=K(e^\alpha-1)=F_0\,\delta\,\frac{e^\alpha-1}{(1+r)m-1}\;\longrightarrow\;F_0\,\delta\,\frac{\alpha}{r}\quad(\alpha\to0).$$

A short or lightly doped sample contains too little charge to bend the field much. For A with $\delta=0.2$ the formula gives 19% of $F_0$, and the nonlinear steady equation gives 17.8%. At a quarter of the length the nonlinear value is 6.5%.

## Beside real devices

The parameters lie roughly in the range of miniband-superlattice microwave oscillators, which are typically below or around a micrometre long, doped at about $10^{16}$–$10^{17}$ cm⁻³, and work at tens of gigahertz and above. Device A is lightly doped by that standard. The assumption most likely to fail is the matched cathode. A heavily doped contact can hold the field near it below the peak field; the base state is then not uniform, and neither the threshold nor the small-$\delta$ formula applies. The scattering time matters directly: at fixed $u$, $F_0\propto1/\tau$, so doubling $\tau$ halves the diffusion-free limit on $NL$.

Heating of the electrons themselves is left out, because each collision is assumed to restore equilibrium; it would change $v(F)$ and is not estimated here. Some other omissions can be estimated. For B, $a\tau=0.04$ and $\omega\tau=0.05$, which supports, for small waves, a velocity that follows the local field, and the sheet density per layer, $Nd$, is 0.02 of $mk_BT/\pi\hbar^2$ (with $m$ equal to 0.067 free-electron masses), so degeneracy is weak. Estimated substrate heating is 33 K for a mesa of 5 µm radius. In this model the thermal factor cancels from $v_0/|v'|$, so at fixed $\tau$ temperature enters the threshold through diffusion. The tunnelling values in the output assume a gap of only 0.15 eV to the next miniband and are pessimistic: a square-barrier lattice with this period, miniband width and mass needs barriers of roughly 1 eV or more and then has a gap of about 0.5 eV, for which the same formula gives negligible tunnelling even at $4.6F_0$, the highest field found for B with constant $D$. A stricter limit is the energy drop per period, $eFd$. It is $0.22\Delta$ at $F_0$ but about $\Delta$ at $4.6F_0$, where a Bloch oscillation, of extent $\Delta/eF$, spans only one period. The semiclassical miniband model is therefore reasonable for the onset and doubtful for B's fully grown waves, and nearly as doubtful for C's, whose peak field of $3.8F_0$ gives $eFd\approx0.8\Delta$.

## What to do about it

For a steady field, limit the sheet doping $NL$. The bound depends on bias through $F_0/r\propto u(u^2+1)/(u^2-1)$. Setting its derivative to zero gives $u^4-4u^2-1=0$, or $u=2.06$, where the factor is 3.33. Hence

$$NL\le3.33\,\frac{\varepsilon F_p}{e},\qquad F_p=\frac{\hbar}{ed\tau},$$

keeps $\alpha\le1$ at every bias beyond the peak. The example, at $u=2$, sits almost at this strictest point. The rule covers small disturbances and assumes this velocity law, fixed voltage and a cathode that permits a uniform state at the bias in use. An ohmic cathode of fixed conductivity does so at one bias only, because $v/F$ changes with field. It was proved without diffusion, which raised the onset in the cases computed. The contact should also be matched as closely as the required uniformity demands.

For an oscillator, exceed the diffusive onset by a moderate margin and choose the length for the frequency, since the period is of the order of the transit time. More doping is not always better, because diffusion allows a non-uniform steady state. In the constant-$D$ model a 600 nm sample still oscillates at $6\times10^{16}$ cm⁻³, with peaks near $8F_0$. At $10^{17}$ cm⁻³ it settles into a stationary high-field layer at the anode and carries a steady current. Both fields lie beyond the range of the miniband model. The field peaks then need checking against the miniband width (through $eFd<\Delta$), tunnelling and breakdown. The numerical output below lists the remaining values. Its line for a ring at half the peak field keeps the values of $\varepsilon F_0/(eNL)$ and $v_0L/D$ that B has at $u=2$; it tests the growth formula for a rising velocity and is not the damping rate of device B at that lower field.

## Computed results

```
period 5.0 nm, miniband width 60 meV
scattering time 0.10 ps, temperature 300 K
relative permittivity 13.0, field/peak field 2.0
thermal factor I1/I0: 0.5004
peak velocity 5.701e+06 cm/s at 13.16 kV/cm
operating field F0 26.33 kV/cm, v0 4.561e+06 cm/s
r = F0|v'|/v0: 0.600; diffusion constant 4.479 cm2/s
N L at alpha = 1: 3.153e+11 cm^-2
fixed-field root z: 2.0888 + 7.4615 i
least Re z over scanned contacts: 2.0491
threshold alpha, no diffusion: 2.250
threshold N L, no diffusion: 7.093e+11 cm^-2
threshold alpha with diffusion, 600 nm: 2.736
threshold alpha with diffusion, 2400 nm: 2.362
threshold doping, 600 nm: 1.438e+16 cm^-3
threshold doping, 2400 nm: 3.103e+15 cm^-3
A: L 600 nm, N 5.0e+15 cm^-3, V 1.580 V
A: alpha 0.952, v0L/D 61.1, transit 13.15 ps
A: bulk rate a 0.0723 /ps, Lambda 631 nm
A: shortest growing wave 494 nm
A: mode s*transit -2.134 + 5.283 i
A: current 3.65 kA/cm2, heating 5.4 K
B: L 600 nm, N 3.0e+16 cm^-3, V 1.580 V
B: alpha 5.710, v0L/D 61.1, transit 13.15 ps
B: bulk rate a 0.4340 /ps, Lambda 105 nm
B: shortest growing wave 202 nm
B: mode s*transit 2.966 + 6.535 i
B: current 21.92 kA/cm2, heating 32.7 K
C: L 2400 nm, N 5.0e+15 cm^-3, V 6.319 V
C: alpha 3.806, v0L/D 244.4, transit 52.62 ps
C: bulk rate a 0.0723 /ps, Lambda 631 nm
C: shortest growing wave 494 nm
C: mode s*transit 1.546 + 6.670 i
C: current 3.65 kA/cm2, heating 21.8 K
A: final field deviation/F0 1.8e-14 (start 1e-3)
B: current swing +-18.8 % of uniform current
B: frequency 61.6 GHz (linear 79.1 GHz)
B: highest field/F0 4.55, lowest n/N 0.109
C: current swing +-22.0 % of uniform current
C: frequency 17.3 GHz (linear 20.2 GHz)
C: highest field/F0 3.77, lowest n/N 0.158
B on a ring, rate*transit: wave 1 5.064, wave 4 -4.627
B on a ring at half the peak field: -6.356
B at fixed current: peak gain 90.2, end deviation 1.1e-11
20 % contact mismatch, A: field spread 17.8 % of F0
same, quarter length of A: 6.5 % of F0
next gap 0.15 eV, mass 0.067 m_e, mesa radius 5 um
substrate heat conductivity 45 W/(m K)
tunnelling per Bloch cycle at F0: 8.3e-05
same at highest field of B: 1.3e-01
Bloch cycle at F0: 0.314 ps
B: layer filling N d/(m kT/pi hbar^2) 0.0207
B: a*tau 0.0434, omega*tau 0.0497
```
